\section*{Midgap density induced by a metal on an insulating chain, part 2}

A metal induces a density of states in the gap of an insulator it touches. How does this density vary with depth, when does its dependence on the contact change, and how does it affect Fermi-level pinning?

The half-infinite metal chain (site energy $\varepsilon_m$, hopping $t_m$) ends at site 0. The insulator, the ionic chain, begins at site 1, with site energies $+\Delta,-\Delta,+\Delta,\dots$ and hopping $t$ (printed as \verb|t_i| in the list of values). The hopping $v$ joins sites 0 and 1. Energy $E$ is measured from midgap, and the gap is $|E|<\Delta$.

$G$ is the Green function of the joined chain and $g$ that of the separate chains. The density on site $n$, per unit energy and per spin, is $\rho_n=-\mathrm{Im}\,G_{nn}/\pi$. The surface functions are $g_m=g_{00}$, with $|g_m|=1/t_m$ and $\rho_m=-\mathrm{Im}\,g_m/\pi$, and $g_i=g_{11}$, real in the gap.

The removal rule, for a first site of energy $\varepsilon_1$ tied by hopping $\tau$ to a remainder with surface function $g'$, is
\begin{equation}
G_{11}=\frac{1}{E-\varepsilon_1-\tau^2g'}.
\label{eq:remove}
\end{equation}
For the ionic chain, with $x=E-\Delta$, $y=E+\Delta$ and $R=\sqrt{1-4t^2/(xy)}$, it gives
\begin{equation}
xt^2g_i^2-xy\,g_i+y=0,
\label{eq:quad}
\end{equation}
\begin{equation}
g_i=\frac{y}{2t^2}\,(1-R)\qquad(|E|<\Delta).
\label{eq:gi}
\end{equation}
The joined chain has
\begin{equation}
G_{11}=\frac1{g_i^{-1}-v^2g_m},\qquad
\rho_1=\frac{v^2g_i^2\rho_m}{|1-v^2g_ig_m|^2}.
\label{eq:recall}
\end{equation}
For weak contact, $v^2|g_ig_m|\ll1$, this becomes the square law
\begin{equation}
\rho_1\simeq v^2g_i^2\rho_m .
\label{eq:law}
\end{equation}
On insulator site $n$,
\begin{equation}
\rho_n=\frac{v^2g_{n1}^2\rho_m}{|1-v^2g_ig_m|^2},
\end{equation}
so the depth profile is that of $g_{n1}^2$.

The example has $\Delta=3$~eV, $t=2$~eV, $t_m=2.5$~eV and $\varepsilon_m=-1.4$~eV. At midgap $g_i=-0.25~\mathrm{eV}^{-1}$, $g_m=0.112-0.384i~\mathrm{eV}^{-1}$ and $\rho_m=0.1222~\mathrm{eV}^{-1}$; at $v=0.5$~eV, $\rho_1=1.882\times10^{-3}~\mathrm{eV}^{-1}$. Diagonalizing a finite chain of 3000 metal and 40 insulator sites confirmed this density.

Q: And that profile?

A: Each step inward multiplies $g_{n1}$ by $t$ times the surface function of the chain that begins at the next site. At midgap the quadratic equation for $g_i$, with $x=-\Delta$ and $y=\Delta$, reduces to $t^2g_i^2-\Delta g_i-1=0$, or $g_i(t^2g_i-\Delta)=1$. The chain starting with $-\Delta$ therefore has
\begin{equation}
g'=\frac1{\Delta-t^2g_i}=-g_i .
\end{equation}
The surface functions alternate in sign and keep their modulus, so every layer reduces the density by the same factor:
\begin{equation}
q=\frac{\rho_{n+1}}{\rho_n}=t^2g_i^2=\left(\frac{\sqrt{\Delta^2+4t^2}-\Delta}{2t}\right)^2 .
\end{equation}
Define $\kappa$ by $\sinh\kappa a=\Delta/(2t)$, with $a$ the layer spacing. The bracket is then $\cosh\kappa a-\sinh\kappa a=e^{-\kappa a}$, and $q=e^{-2\kappa a}$. A wider gap, or a smaller hopping, gives a shorter tail.

In the example $q=4\times0.0625=0.25$ and $\kappa a=0.693$. With $a=0.25$~nm the density decays over $1/(2\kappa)=0.18$~nm. The sum over layers and the mean distance from the last metal site are
\begin{equation}
\sum_{n\ge1}\rho_n=\frac{\rho_1}{1-q},\qquad
\bar z=a(1-q)\sum_{n\ge1}nq^{n-1}=\frac{a}{1-q}=0.33~\mathrm{nm}.
\end{equation}
The second sum is the derivative of the geometric series with respect to $q$, which is $1/(1-q)^2$.

Q: Your law needed $g_i$ to be finite and nonzero. You chose an insulator for which it is. Is there one for which it is not?

A: Yes. Set all site energies to zero and open the gap by alternating the bonds, $t_1,t_2,t_1,\dots$, with $t_1\neq t_2$. At $E=0$ the removal rule gives
\begin{equation}
g_i=-\frac1{t_1^2g'},\quad g'=-\frac1{t_2^2g_i}
\quad\Longrightarrow\quad g_i=\frac{t_2^2}{t_1^2}\,g_i .
\end{equation}
No finite nonzero value satisfies this, so $g_i$ is either zero or infinite.

Q: Which?

A: It depends on whether a state is bound to the end. At zero energy the equation on site 2 is $t_1\psi(1)+t_2\psi(3)=0$, so the amplitude on odd sites is multiplied by $-t_1/t_2$ from one to the next. The equation on site 1 makes $\psi(2)$ vanish, and with it every even site. The state is normalizable when $t_1<t_2$, and its weight on the first site is $Z=1-t_1^2/t_2^2$.

If the first bond is the weaker, $g_i\simeq Z/E$ has a pole at midgap. Then $1/g_i=0$ in Eq.~(\ref{eq:recall}), and
\begin{equation}
G_{11}=-\frac1{v^2g_m}=-\frac{g_m^*}{v^2|g_m|^2},\qquad
\rho_1=\frac{t_m^2\rho_m}{v^2}.
\end{equation}
The density now grows as the contact weakens. The end state is broadened to a half-width of about $Zv^2|\mathrm{Im}\,g_m|$, so a weaker contact makes a narrower and higher peak of nearly constant weight.

If the first bond is the stronger, there is no such state and $g_i=0$. The first site has no midgap density at any $v$. The second site does have some: the first row for the separate chain, $0\cdot g_{11}-t_1g_{21}=1$, gives $g_{21}=-1/t_1$, and hence $\rho_2=v^2\rho_m/t_1^2$. The square law has moved one site inward.

Q: Do these opposite behaviours survive in a finite chain?

A: With bonds of 1.5 and 2.5~eV and the same metal, diagonalization with the weak bond first gives $3.056~\mathrm{eV}^{-1}$ at $v=0.5$~eV and $0.764~\mathrm{eV}^{-1}$ at $v=1$~eV. The formula gives $6.25\times0.12223/0.25=3.056$ and one quarter of that. With the strong bond first, at $v=0.5$~eV, the finite chain gives $1.2\times10^{-8}~\mathrm{eV}^{-1}$, zero for the present purpose.

Q: Then a real surface, with its disturbed first layer, could ruin your law as well.

A: It could. Shift the first site energy by $u_s$. By the removal rule, $1/g_i$ becomes $1/g_i-u_s$. In the ionic chain $1/g_i=-4$~eV, so a shift of $-1$~eV makes it $-3$~eV and multiplies $g_i^2$ by $(4/3)^2=1.78$. The full density at $v=0.5$~eV rises by a factor 1.77. A shift of $+1$~eV reduces it to 0.64 of its former value. The power of $v$ stays the same in both cases, and the prefactor changes. At $u_s=-4$~eV the inverse vanishes: a surface state sits at midgap and the $1/v^2$ behaviour returns. Near a surface state at energy $E_s$ with weight $Z$ on the first site, $g_i\simeq Z/(E-E_s)$, and the weak-contact condition becomes $|E-E_s|\gg Zv^2/t_m$.

Q: Suppose I accept the density. What has it to do with Fermi-level pinning?

A: The tail states can hold charge. Let one chain stand on each area $a^2$ of the interface and count both spins. The areal density of induced states is
\begin{equation}
D=\frac{2\rho_1}{a^2(1-q)} .
\end{equation}
For $v=0.5$~eV, $2\times1.882\times10^{-3}/0.75=5.02\times10^{-3}~\mathrm{eV}^{-1}$ per chain. Division by $a^2=6.25\times10^{-16}~\mathrm{cm}^2$ gives $D=8.0\times10^{12}~\mathrm{eV}^{-1}\mathrm{cm}^{-2}$.

Now assume that the tail is neutral when the Fermi level stands at midgap, that the density is constant over the energies concerned, and that it gives the change of charge with Fermi level. These are simplifications, not results of the chain. Because its first site has energy $+\Delta$, the joined chain already holds about 0.005 extra electrons per spin at midgap for $v=0.5$~eV. In a linear estimate such a fixed charge adds a constant offset to the barrier and leaves its slope with the metal work function unchanged. This is reasonable only while the offset is small. At $v=2$~eV the extra charge is about 0.075 electrons per spin. With a relative permittivity of 5 it would shift the deep insulator levels by about 2.5~eV before the tail responds, which is not small beside the half-gap of 3~eV. The values of $S$ given below for $v=2$~eV therefore illustrate the midgap formula and do not predict the slope of an actual barrier. For a small rigid shift of all insulator levels at $v=0.5$~eV, the total charge changes at about 0.86 of the rate assumed here. If the Fermi level lies $u_n$ above midgap in layer $n$, that layer holds $D_nu_n$ extra electrons per area, with $D_n=D(1-q)q^{n-1}$. Each charged sheet at $z_m=ma$ has its image charge on the last metal plane, $z=0$. The field between them raises the electron energy linearly from zero at the metal to its full value at $z_m$, and leaves it constant beyond. With permittivity $\epsilon=\epsilon_0\epsilon_r$,
\begin{equation}
u_n=u_0-\frac{e^2}{\epsilon}\sum_m\min(z_n,z_m)\,D_mu_m ,
\label{eq:layers}
\end{equation}
where $u_0$ is the misalignment before charge flows. The minus sign says that extra electrons raise the insulator levels and so oppose further filling.

Q: That is a system of equations, not a pinning factor.

A: For an estimate, give every layer the same misalignment $u$ as the deep insulator. Deep inside, $\min(z_n,z_m)=z_m$, and
\begin{equation}
u=u_0-\lambda u,\qquad \lambda=\frac{e^2D\bar z}{\epsilon_0\epsilon_r},\qquad
S=\frac{u}{u_0}\simeq\frac1{1+\lambda}.
\end{equation}
The factor $S$ is the share of a change in the metal work function that survives as a change of barrier: $S=1$ means no pinning and $S\to0$ complete pinning. In this estimate $1/S-1=\lambda$, which is proportional to $v^2$ at weak contact.

With $\epsilon_r=5$ and $v=0.5$~eV, $\lambda=0.097$ and $S=0.91$. At $v=2$~eV, all else fixed, $D=9.4\times10^{13}~\mathrm{eV}^{-1}\mathrm{cm}^{-2}$, $\lambda=1.14$ and $S=0.47$. The density has grown by a factor 11.7 and not 16, because the denominator in Eq.~(\ref{eq:recall}) is no longer close to one.

Q: The layers do not share one misalignment. Does your shortcut err in a known direction?

A: Yes, compared with the layer equations it gives too large an $S$. Taking differences of Eq.~(\ref{eq:layers}) between neighbouring layers,
\begin{equation}
u_{n-1}=u_n+\frac{e^2a}{\epsilon}\sum_{m\ge n}D_mu_m .
\end{equation}
Start from the deepest layer retained and work outward. If its $u$ is positive, every earlier one is positive and at least as large. If it were zero or negative, so would be $u_0$, contrary to the choice $u_0>0$. Hence every $u_m$ is at least the deep value $u$. The layers near the metal hold more charge than the estimate allows, so
\begin{equation}
u=u_0-\frac{e^2}{\epsilon}\sum_mz_mD_mu_m\le u_0-\lambda u,\qquad S\le\frac1{1+\lambda}.
\end{equation}
Solving the layer equations gives $S=0.910$ against the estimate 0.912 at $v=0.5$~eV, and 0.43 against 0.47 at $v=2$~eV.

Q: Is any of this close to a real gate stack?

A: The gap of 6~eV is close to that of some high-k oxides used under metal gates, but the parameters are not fitted to any material. A contact hopping of 0.5~eV is small beside the bulk hoppings of the model; a chemically bonded contact would be nearer to 2~eV. Pinning factors reported for metals on such oxides are roughly 0.5 and vary with preparation. The value 0.43 at $v=2$~eV is of that size, which does not validate the chains, since $v$ and $\epsilon_r$ were chosen and the large fixed charge at this $v$ was left out. The value $\epsilon_r=5$ stands for electronic screening over a few tenths of a nanometre, far below the static value of roughly 20. With 20, all else fixed, $\lambda$ at $v=2$~eV falls to 0.28 and the estimate of $S$ rises to 0.78. Real interfaces also break the assumption of an undisturbed first layer, which by the shifts above moves the density by a factor between 0.64 and 1.77 for 1~eV. Defects and interlayers can add charge that this model does not contain.

Q: You have also left out temperature, the gate field, the finite film and two dimensions of space.

A: Their sizes differ greatly. All ratios here refer to the first-site density of the model at $v=0.5$~eV.

Averaging over the thermal window at 300~K changes it by 0.05 per cent. A film of 2~nm, eight layers, changes it by less than 0.01 per cent, and an equal electrode on the far side would add about 0.01 per cent. A field of 5~MV/cm in that film multiplies it by 1.12 if the electron energy falls away from the metal, and by 0.90 if it rises.

The position of the Fermi level matters more. At 1~eV above midgap the ratio is 1.92, and at 1~eV below it is 0.56. Most of this asymmetry comes from $g_i$. Since $R$ depends on $E^2$ alone,
\begin{equation}
\frac{g_i(E)}{g_i(-E)}=\frac{\Delta+E}{\Delta-E}=2\quad\text{at }E=1~\mathrm{eV},
\end{equation}
which would give a factor 4 between the two densities. The actual factor is $1.92/0.56=3.4$, because the metal density and the denominator also vary. These ratios move the Fermi level through both chains. A misalignment instead shifts the insulator levels against a fixed Fermi level in the metal, so $\rho_m$ does not change, and the ratios become 2.13 and 0.54. The sum over layers, which is what enters $D$, changes by factors 1.95 and 0.67, because away from midgap successive layers no longer fall by one common factor. The constant density assumed for $S$ is therefore poor for misalignments of this size.

Sideways motion in the metal is comparable in effect. If electrons also hop between parallel metal chains with the same $t_m$, and the momentum along the interface is conserved, $\rho_m$ must be averaged over that momentum. With the insulator chains left uncoupled, the average is 0.53 of the single-chain value, and to leading order the induced density falls in proportion. This changes the prefactor and leaves the factor $v^2$ in place.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gap 2 Delta = 6.00 eV, t_i = 2.00 eV
eps_m = -1.40 eV, t_m = 2.50 eV
layer spacing a = 0.25 nm, eps_r = 5.0
g_m at midgap = 0.1120 -0.3840 i 1/eV
rho_m at midgap = 0.12223 1/eV per spin
g_i at midgap = -0.25000 1/eV
first-site density, 1/eV per spin:
v (eV)  diagonalized   exact formula  v^2 law
 0.10   7.63517e-05    7.63515e-05    7.63944e-05
 0.20   3.04890e-04    3.04890e-04    3.05577e-04
 0.50   1.88233e-03    1.88233e-03    1.90986e-03
 1.00   7.16646e-03    7.16645e-03    7.63944e-03
 2.00   2.20793e-02    2.20793e-02    3.05577e-02
log slope between v = 0.1 and 0.2 eV: 1.9976
v = 0.5 eV: v^2 |g_i g_m| = 0.0250, v^2 law / exact = 1.0146
v = 2.0 eV: v^2 |g_i g_m| = 0.4000, v^2 law / exact = 1.3840
density ratio of successive layers q = 0.2500
kappa a = 0.6931
density decay length 1/(2 kappa) = 0.1803 nm
mean depth of induced density = 0.3333 nm
alternating bonds 1.5 and 2.5 eV, Delta = 0:
  weak bond first, v = 0.5 eV: 3.0556 1/eV (formula 3.0558)
  weak bond first, v = 1.0 eV: 0.7639 1/eV (formula 0.7639)
  strong bond first, v = 0.5 eV: 1.2e-08 1/eV
v = 0.5 eV: areal density = 8.031e+12 1/(eV cm^2)
  step per misalignment = 0.0969
  S estimate = 0.912, S layer by layer = 0.910
v = 2.0 eV: areal density = 9.421e+13 1/(eV cm^2)
  step per misalignment = 1.1364
  S estimate = 0.468, S layer by layer = 0.425
neglected effects at v = 0.5 eV, ratio to model density:
  thermal average at 300 K: 1.00047
  Fermi level at -1, +1 eV: 0.563, 1.918
  first site shifted -1, +1 eV: 1.769, 0.642
  film of 2.0 nm, no field: 0.999962
  share from equal far electrode: 9.54e-05
  5 MV/cm, energy falling, rising inward: 1.117, 0.895
  sideways metal dispersion (hopping t_m): 0.535
\end{verbatim}
